# Argon Ion Flux from a Plasma to a Surface

## Problem

In the plasma step of a plasma-enhanced deposition cycle, a surface faces an argon plasma. In the bulk, where the potential is taken as zero and the ions are nearly at rest, the density is $n_0=1\times10^{16}\ \mathrm{m^{-3}}$. The electrons are Maxwellian with temperature $T_e=3\ \mathrm{eV}$. The ions are singly charged and cold, meaning that their random thermal motion is neglected. They flow from a large bulk region and converge on the surface, with neither collisions nor further ionization on the way. The space-charge sheath at the surface is thin compared with the size of the surface.

(a) How many ions strike the surface per unit area and time?

(b) How many ions arrive per surface site in a plasma step of 5 s, if there are $1\times10^{19}$ sites per $\mathrm{m^2}$?

(c) How does the flux change if the plasma is planar and is fed by ionization throughout its volume?

SI units are used, and $T_e$ denotes an energy, so no Boltzmann constant appears.

## A tempting solution

Ions enter the sheath at the Bohm speed

$$c_s=\sqrt{\frac{T_e}{M}}=\sqrt{\frac{4.8065\times10^{-19}\ \mathrm{J}}{6.6339\times10^{-26}\ \mathrm{kg}}}=2692\ \mathrm{m/s},$$

where $M$ is the argon ion mass. A flux is density times speed, and the density is given, so

$$\Gamma\overset{?}{=}n_0c_s=2.7\times10^{19}\ \mathrm{m^{-2}\,s^{-1}}.$$

## The fault

The speed is right, but it belongs to the sheath edge, while $n_0$ belongs to the bulk. An ion that starts at rest reaches $c_s$ by falling through a potential drop, and the same drop repels electrons. Since the plasma is still nearly neutral at the sheath edge, the ion density there has fallen together with the electron density. The product $n_0c_s$ combines two quantities from different places. To repair it, we need the potential at the sheath edge.

## The flux in a converging flow

**Electrons.** The surface is negative enough to turn back nearly all electrons, so their net flow is negligible and the electric force balances the pressure gradient. With potential $\phi$ and electron pressure $n_eT_e$,

$$e n_e\frac{d\phi}{dx}-T_e\frac{dn_e}{dx}=0
\quad\Rightarrow\quad n_e=n_0e^{e\phi/T_e}=n_0e^{-\eta},\qquad \eta=-\frac{e\phi}{T_e}.$$

The scaled drop $\eta$ is positive and grows towards the surface.

**Ions.** Energy conservation from rest at $\phi=0$ gives

$$\tfrac12Mv^2+e\phi=0\quad\Rightarrow\quad v=\sqrt{\frac{2T_e\eta}{M}}=c_s\sqrt{2\eta}.$$

**What the sheath requires.** Let the ions enter the sheath with speed $mc_s$ and density $n_s$, and let $\chi$ be the scaled drop measured from the sheath edge. Inside the thin sheath the area is nearly constant, so $n_iv=n_smc_s$. Energy conservation gives $v^2=c_s^2(m^2+2\chi)$. Hence

$$n_i=n_s\left(1+\frac{2\chi}{m^2}\right)^{-1/2},\qquad n_e=n_se^{-\chi}.$$

Poisson's equation is $\phi''=-(e/\varepsilon_0)(n_i-n_e)$. Multiplying by $-e/T_e$ and measuring length in edge Debye lengths $\sqrt{\varepsilon_0T_e/(n_se^2)}$ turns it into

$$\chi''=\left(1+\frac{2\chi}{m^2}\right)^{-1/2}-e^{-\chi}.$$

For small $\chi$ the two terms are $1-\chi/m^2$ and $1-\chi$, so

$$\chi''\simeq\left(1-\frac1{m^2}\right)\chi .$$

Both $\chi$ and $\chi'$ tend to zero on the plasma side of the sheath. Multiplying by $\chi'$ and integrating from there gives $\chi'^2=(1-1/m^2)\chi^2$. For $m<1$ the right side is negative, so no sheath can grow out of the plasma.

Numerical integration of the full equation shows the same division. At $m=0.9$ a small disturbance, released with zero slope, had swung to $-0.972$ times its starting value after six edge Debye lengths. At $m=1.1$, over the same distance, it had grown to 6.13 times its starting value.

At $m=1$ the linear term vanishes, and the next order decides:

$$\left(1-\chi+\tfrac32\chi^2\right)-\left(1-\chi+\tfrac12\chi^2\right)=\chi^2>0 .$$

The net charge then stays positive for every $\chi>0$, because $e^{2\chi}>1+2\chi$ implies $(1+2\chi)^{-1/2}>e^{-\chi}$. A sheath is therefore possible at $m=1$, and the requirement is $m\ge1$.

**What the plasma can deliver.** Outside the sheath $n_i\simeq n_e$. The flux density in the quasineutral flow is

$$f(\eta)=nv=n_0c_s\,e^{-\eta}\sqrt{2\eta},\qquad
\frac{d\ln f}{d\eta}=-1+\frac1{2\eta}.$$

The derivative is positive below $\eta=\tfrac12$ and negative above it, so $f$ has its maximum at $\eta=\tfrac12$, where $v=c_s$.

Without a source, the current $Af$ through a stream tube of cross-section $A$ is constant. Taking the logarithmic derivative along the flow gives

$$\frac{d\eta}{dx}=\frac{d\ln A/dx}{1-1/(2\eta)} .$$

In a converging flow $d\ln A/dx<0$. For $\eta<\tfrac12$ the denominator is negative too, so $\eta$ rises towards the surface, as it should. At $\eta=\tfrac12$ the quasineutral field diverges, and charge separation can no longer be neglected. The quasineutral flow thus ends at $v=c_s$, while the sheath cannot begin at any lower speed. The two conditions meet at $m=1$.

**Values at the edge.** With $\eta=\tfrac12$ the potential drop between bulk and sheath edge is $T_e/(2e)=1.5\ \mathrm{V}$, and the density is

$$n_s=e^{-1/2}n_0=0.6065\times10^{16}\ \mathrm{m^{-3}}=6.07\times10^{15}\ \mathrm{m^{-3}}.$$

A thin sheath has nearly the same area at both ends and contains no source, so the edge flux is also the surface flux:

$$\boxed{\Gamma=e^{-1/2}\,n_0\sqrt{\frac{T_e}{M}}}$$

$$\Gamma=(6.065\times10^{15}\ \mathrm{m^{-3}})(2692\ \mathrm{m/s})\approx1.6\times10^{19}\ \mathrm{m^{-2}\,s^{-1}},$$

or $1.6\times10^{15}\ \mathrm{cm^{-2}\,s^{-1}}$. Multiplied by $e$, this is a current density of $2.6\ \mathrm{A/m^2}$.

## How thin must the sheath be?

The bulk Debye length here is 0.13 mm. The thin-sheath assumption can be examined by solving Poisson's equation for ions converging on a sphere, from the quasineutral region down to a wall at $\eta=5$, with no sheath edge or Bohm speed imposed. The resulting wall flux, in units of $n_0c_s$, is:

- 0.7253 for a sphere of radius 1.5 cm (117 Debye lengths);
- 0.6238 for 16 cm (1266 Debye lengths);
- 0.6091 for 1.65 m (12,813 Debye lengths).

The values approach $e^{-1/2}=0.6065$ from above. The reason is current conservation. If the quasineutral solution ends at radius $r_s$ and the wall lies at $r_w<r_s$, the wall flux exceeds $e^{-1/2}n_0c_s$ by the factor $(r_s/r_w)^2$. From the listed fluxes, $r_s-r_w$ is about 11, 18 and 27 Debye lengths. The layer thickens slowly while the radius grows a hundredfold, so its relative effect shrinks. Relative to the thin-sheath formula, the excess is about 20% for the smallest sphere and 3% for the middle one.

The surface potential does not appear in the boxed formula. Making the surface more negative raises the impact energy, but leaves the flux unchanged as long as $n_0$ and $T_e$ stay the same and the sheath stays thin.

## Ions per surface site

For a steady plasma over the whole step, the dose is

$$(1.633\times10^{19}\ \mathrm{m^{-2}\,s^{-1}})(5\ \mathrm{s})=8.2\times10^{19}\ \mathrm{m^{-2}}.$$

Divided by $1\times10^{19}$ sites per $\mathrm{m^2}$, this is about 8 ions per site, or one ion per site every 0.6 s on average. The figure counts ions alone. Neutral radicals arrive as well, and neither a reaction probability nor a growth rate follows from this dose.

## The planar plasma

The converging-flow result cannot be carried over unchanged to a plane. There $A$ is constant, and without a source $nv$ would be constant too. It would have to equal its bulk value, which is zero for ions at rest. A steady planar flow therefore needs ions to be created along the way.

Let ions be born at rest, and let $n_0c_s\,g(t)\,dt$ be the number born per unit area and time where the scaled drop lies between $t$ and $t+dt$. At a later drop $\eta$ these ions have speed $c_s\sqrt{2(\eta-t)}$. Their density is their flux divided by this speed, so quasineutrality reads

$$e^{-\eta}=\int_0^\eta\frac{g(t)\,dt}{\sqrt{2(\eta-t)}} .$$

The wanted quantity is the accumulated flux $G(s)=\int_0^s g(t)\,dt$, in units of $n_0c_s$. To isolate it, multiply by $(s-\eta)^{-1/2}$, integrate over $\eta$ from 0 to $s$, and exchange the order of integration on the right:

$$\int_0^s\frac{e^{-\eta}\,d\eta}{\sqrt{s-\eta}}
=\frac1{\sqrt2}\int_0^s g(t)\left[\int_t^s\frac{d\eta}{\sqrt{(s-\eta)(\eta-t)}}\right]dt .$$

With $\eta=t+(s-t)\sin^2\theta$, the bracket becomes $\int_0^{\pi/2}2\,d\theta=\pi$, whatever $t$ is. The right side is therefore $\pi G(s)/\sqrt2$. On the left, $s-\eta=y^2$ gives

$$\int_0^s\frac{e^{-\eta}\,d\eta}{\sqrt{s-\eta}}=2e^{-s}\int_0^{\sqrt s}e^{y^2}dy=2D(\sqrt s),$$

where $D(z)=e^{-z^2}\int_0^ze^{y^2}dy$ is the Dawson function. Hence

$$G(s)=\frac{2\sqrt2}{\pi}D(\sqrt s).$$

Since $D'(z)=1-2zD(z)$, differentiation gives the birth distribution

$$g(s)=\frac{\sqrt2}{\pi}\left[\frac1{\sqrt s}-2D(\sqrt s)\right].$$

Inserted back into the quasineutrality condition and integrated numerically, this $g$ reproduces $e^{-\eta}$ at the drops tested.

If $S$ is the ionization rate per volume, then $S=n_0c_s\,g\,d\eta/dx$. For finite $S>0$ the field diverges where $g=0$, which is the maximum of $G$. This marks the sheath edge. It lies at $\eta=0.854$, where $G=0.487$. The spatial profile of $S$ has dropped out, so the coefficient holds for any such profile with a potential that falls steadily towards the surface:

$$\Gamma_{\rm planar}=0.487\,n_0c_s\approx1.3\times10^{19}\ \mathrm{m^{-2}\,s^{-1}}.$$

The converging-flow value is about one quarter larger than this. For a wide, flat plasma sustained by ionization in its volume, $1.6\times10^{19}\ \mathrm{m^{-2}\,s^{-1}}$ is thus an estimate on the high side.

## When the answer changes

If $1\times10^{16}\ \mathrm{m^{-3}}$ had been the density at the sheath edge of the converging flow, the factor $e^{-1/2}$ would already be contained in it, and the first solution's $2.7\times10^{19}\ \mathrm{m^{-2}\,s^{-1}}$ would be correct. A quoted plasma density must therefore come with the place where it applies.

Collisions lower the flux. Suppose that each ion in the converging flow loses the same energy $W$ before the edge and still enters at $c_s$. Energy conservation then requires $T_e\eta=\tfrac12T_e+W$, and the edge density becomes $n_0e^{-1/2-W/T_e}$. The boxed formula needs $W\ll T_e$, so the ion mean free path must be long compared with the distance over which the flow converges, which is comparable with the size of the surface. In argon at 1 Pa and room temperature the mean free path is only a few millimetres. For a surface of centimetres or more, the formula then gives an upper estimate, and more so at higher pressures.

Thermal motion of the ions, when its energy is small compared with $T_e$, also lowers the flux. Converging ions keep their angular momentum, so their sideways motion speeds up as they approach the surface. For a sphere and small ion thermal energy, the relative reduction grows as the square root of the ratio of that energy to $T_e$. With ions at room temperature it is several per cent here. A long cylinder in a collisionless plasma behaves differently, and the boxed formula does not carry over to it. Take ions of one small initial energy, isotropic in the plane normal to the axis. Near the surface only a fan of inward velocity directions of half-angle $\alpha$ is filled, so the density is $n_0\alpha/\pi$ and the flux is $n_0v\sin\alpha/\pi$. Quasineutrality gives $\alpha=\pi e^{-\eta}$, and the flux $n_0c_s\sqrt{2\eta}\,\sin(\pi e^{-\eta})/\pi$ has its maximum of about $0.41\,n_0c_s$ at $\eta\approx1$, however small the initial energy is.

The numerical output below lists the main calculated values.

## Computed results

```
Bulk plasma density: 1.00e+16 m^-3
Electron temperature: 3.00 eV
Electron temperature as energy: 4.8065e-19 J
Argon relative atomic mass: 39.95 u
Argon ion mass: 6.6339e-26 kg
Ion sound (Bohm) speed: 2691.7 m/s
Bulk Debye length: 0.1288 mm
Presheath potential drop: 1.500 V
Edge-to-bulk density ratio: 0.6065 (no unit)
Sheath-edge density: 6.065e+15 m^-3
Ion flux, main result: 1.633e+19 m^-2 s^-1
Ion flux, main result: 1.633e+15 cm^-2 s^-1
Ion current density: 2.616 A/m^2
Flux if 1e16 is the edge density: 2.692e+19 m^-2 s^-1
Planar presheath drop / Te: 0.8540 (no unit)
Planar flux coefficient: 0.4871 (no unit)
Planar ion flux: 1.311e+19 m^-2 s^-1
Main result / planar flux: 1.245 (no unit)
Disturbance ratio, Mach 0.9, full: -0.9718 (no unit)
Disturbance ratio, Mach 0.9, linear: -0.9724 (no unit)
Disturbance ratio, Mach 1.1, full: 6.1340 (no unit)
Disturbance ratio, Mach 1.1, linear: 6.1298 (no unit)
Sphere radius: 117.4 Debye lengths, 0.0151 m; wall flux/(n0 cs): 0.7253
Sphere radius: 1266.2 Debye lengths, 0.1630 m; wall flux/(n0 cs): 0.6238
Sphere radius: 12812.9 Debye lengths, 1.6498 m; wall flux/(n0 cs): 0.6091
Plasma step duration: 5.0 s
Surface site density: 1.00e+19 m^-2
Ion dose per step: 8.163e+19 m^-2
Ions per site per step: 8.16 (no unit)
Mean time between ions at one site: 0.613 s
```
